# Ultrasoft GIPAW: Field-Dependent Overlap and Magnetic Response of Insulating Crystals: verification in Python

```python
"""Ultrasoft GIPAW: magnetic linear response of an insulating crystal.

Result under test: with S_B = 1 + sum_R exp(i th_R) Q_R exp(-i th_R) and
th_R = r.(R x B)/(2c), the nuclear shielding follows from a Sternheimer equation
driven by v(eps) = (1/i)[r, H - eps S], an occupied-occupied overlap term and the
on-site term L_R Q_R.  It is compared with a crystal in a real uniform field.

Hartree atomic units; b = B/c is the reduced field along z; planar electrons.
q: augmentation charges, D: nonlocal strengths, m: angular momentum of a channel.
The observable is O = (1/2){a, velocity}, a = vector potential of unit nuclear
moments on atom 1 of every cell; shielding = alpha^2 d<O>/db.
"""
import numpy as np
from scipy.linalg import eigh, solve
from scipy.special import erfcx
from scipy.constants import alpha as fine_structure

# ---------------------------------------------------------------- model
points, cell, n_occ = 10, 6.0, 4
h = cell / points
second = [-205 / 72, 8 / 5, -1 / 5, 8 / 315, -1 / 560]
hop = [-0.5 * c / h**2 for c in second]
channels = (0, 1, -1)
w_smooth, w_proj, r_cut, thickness = 0.7, 0.6, 1.8, 0.5
atom_pos = np.array([[1.5, 1.8], [4.8, 4.5]])
depth, width = (6.0, 4.5), (1.5, 1.2)
delta = ((0.1, 0.3), (0.1, 0.2))          # s and p core enhancement
e_ref = ((-4.0, -2.0), (-2.0, -0.5))      # D = e_ref * q
ppm = 1e6 * fine_structure**2


def angular(dx, dy, m):
    return np.ones_like(dx) + 0j if m == 0 else dx + 1j * m * dy


def smooth_norm(m):
    return np.sqrt(np.pi * w_smooth**(2 + 2 * abs(m)))


def smooth_wave(dx, dy, m):
    return angular(dx, dy, m) * np.exp(-(dx**2 + dy**2) / (2 * w_smooth**2)) / smooth_norm(m)


def enhancement(r2, d):
    return 1 + d * np.clip(1 - r2 / r_cut**2, 0, None)**3


def projector(dx, dy, m):
    u2 = 2 / (1 / w_smooth**2 + 1 / w_proj**2)
    scale = smooth_norm(m) / (np.pi * u2**(1 + abs(m)))
    return scale * angular(dx, dy, m) * np.exp(-(dx**2 + dy**2) / (2 * w_proj**2))


# radial integrals of (full wave)^2 - (smooth wave)^2
node, weight = np.polynomial.legendre.leggauss(100)
rad, rad_w = 0.5 * r_cut * (node + 1), 0.5 * r_cut * weight
s_node, s_w = 0.5 * (node + 1), 0.5 * weight
height = rad[:, None] * s_node / np.sqrt(1 - s_node**2)
layer = np.exp(-height**2 / (2 * thickness**2)) / (thickness * np.sqrt(2 * np.pi))
dipole_g = 2 / rad**2 * (layer @ s_w)      # a = dipole_g(r) z x r
q, D, mq, para, dia = [], [], [], [], []
for i in range(2):
    for m in channels:
        d = delta[i][abs(m)]
        diff = np.abs(smooth_wave(rad, 0 * rad, m))**2 * (enhancement(rad**2, d)**2 - 1)
        measure = 2 * np.pi * rad * rad_w * diff
        q.append(measure.sum())
        D.append(e_ref[i][abs(m)] * q[-1])
        mq.append(m * q[-1])
        para.append(m * (measure * dipole_g).sum() if i == 0 else 0.0)
        dia.append(0.5 * (measure * dipole_g * rad**2).sum() if i == 0 else 0.0)
q, D, mq, para, dia = map(np.array, (q, D, mq, para, dia))

# ------------------------------- test 1: field-dependent transformation
M, box = 128, 12.0
step = box / M
line = (np.arange(M) - M // 2) * step
dx, dy = np.meshgrid(line, line, indexing="ij")
R = np.array([0.9, -0.7])
x, y = dx + R[0], dy + R[1]
freq = 2 * np.pi * np.fft.fftfreq(M, step)
kx_f, ky_f = np.meshgrid(freq, freq, indexing="ij")
v_atom = -depth[0] * np.exp(-(dx**2 + dy**2) / width[0]**2)


def inner(f, g):
    return np.sum(f.conj() * g) * step**2


def momentum(f):
    t = np.fft.fft2(f)
    return np.fft.ifft2(kx_f * t), np.fft.ifft2(ky_f * t)


def energy(f, b):
    px, py = momentum(f)
    px, py = px - 0.5 * b * y * f, py + 0.5 * b * x * f
    return 0.5 * (inner(px, px) + inner(py, py)).real + inner(f, v_atom * f).real


soft = [smooth_wave(dx, dy, m) for m in channels]
full = [f * enhancement(dx**2 + dy**2, delta[0][abs(m)]) for f, m in zip(soft, channels)]
beta = [projector(dx, dy, m) for m in channels]
chi = soft[0] + (0.5 + 0.3j) * soft[1] + 0.2j * soft[2]
theta = 0.5 * (x * R[1] - y * R[0])        # phase per unit b


def reconstructed(b):
    ph = np.exp(1j * b * theta)
    psi = ph * chi
    return psi + ph * sum((f - s) * inner(p, psi / ph) for f, s, p in zip(full, soft, beta))


def separable(strength, f):
    return sum(p * c * inner(p, f) for p, c in zip(beta, strength))


def twisted(strength, f):
    """z.(R x (1/i)[r, separable operator]) applied to f."""
    cx = -1j * (x * separable(strength, f) - separable(strength, x * f))
    cy = -1j * (y * separable(strength, f) - separable(strength, y * f))
    return R[0] * cy - R[1] * cx


q_grid = [(inner(f, f) - inner(s, s)).real for f, s in zip(full, soft)]
D_grid = [energy(f, 0) - energy(s, 0) for f, s in zip(full, soft)]
b_try = 0.01
up, down = reconstructed(b_try), reconstructed(-b_try)
slope_ae = (energy(up, b_try) - energy(down, -b_try)) / (2 * b_try)
norm_ae = (inner(up, up) - inner(down, down)).real / (2 * b_try)
px, py = momentum(chi)
site_term = 0.5 * inner(chi, separable([m * c for m, c in zip(channels, q_grid)], chi)).real
h1_rest = 0.5 * inner(chi, x * py - y * px + twisted(D_grid, chi)).real
moved = 1j * theta * chi
mx, my = momentum(moved)
h0_moved = (0.5 * (inner(px, mx) + inner(py, my)) + inner(chi, v_atom * moved)
            + inner(chi, separable(D_grid, moved)))
slope_ps = h1_rest + site_term + 2 * h0_moved.real
s1_mean = 0.5 * inner(chi, twisted(q_grid, chi)).real
norm_ps = s1_mean + 2 * inner(chi, moved + separable(q_grid, moved)).real
assert np.allclose(q_grid, q[:3], atol=1e-5)
assert abs(slope_ae - slope_ps) < 1e-5
assert abs(norm_ae - norm_ps) < 1e-6 and abs(s1_mean) > 1e-3
assert abs(site_term) > 1e-3

# ------------------------ test 2: response with a changing metric, sum rule
rng = np.random.default_rng(3)


def hermitian(n=10):
    z = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return 0.5 * (z + z.conj().T)


Hm, Sm = np.diag(np.arange(10.0)) + 0.2 * hermitian(), np.eye(10) + 0.05 * hermitian()
H1, S1, Om, Em = 0.3 * hermitian(), 0.1 * hermitian(), hermitian(), hermitian()


def filled_mean(t):
    U = eigh(Hm + t * H1, Sm + t * S1)[1][:, :4]
    return np.trace(U.conj().T @ Om @ U).real


numeric = (filled_mean(1e-4) - filled_mean(-1e-4)) / 2e-4
en, U = eigh(Hm, Sm)
occ, emp = U[:, :4], U[:, 4:]
derived, sum_rhs = 0.0, 0.0
for o in range(4):
    G = (emp / (en[o] - en[4:])) @ emp.conj().T
    u = occ[:, o]
    back = (u.conj() @ Om @ occ) @ occ.conj().T
    derived += (2 * u.conj() @ Om @ G @ (H1 - en[o] * S1) @ u - back @ S1 @ u).real
    T = Hm - en[o] * Sm
    sum_rhs += (-2 * u.conj() @ Om @ G @ (-1j * (Em @ T - T @ Em)) @ u
                + back @ (-1j * (Em @ Sm - Sm @ Em)) @ u).real
sum_lhs = np.trace(occ.conj().T @ (-1j * (Em @ Om - Om @ Em)) @ occ).real
assert abs(numeric - derived) < 1e-5 * max(1, abs(numeric))
assert abs(sum_lhs - sum_rhs) < 1e-9

# ---------------------------------------------------------------- crystal
axis_pts = np.arange(points) * h
X, Y = [g.ravel() for g in np.meshgrid(axis_pts, axis_pts, indexing="ij")]
shifts = [(i, j) for i in (-1, 0, 1) for j in (-1, 0, 1)]
potential = np.zeros(points**2)
tables = []
for i in range(2):
    ddx = np.array([X + s[0] * cell - atom_pos[i, 0] for s in shifts])
    ddy = np.array([Y + s[1] * cell - atom_pos[i, 1] for s in shifts])
    potential -= depth[i] * np.exp(-(ddx**2 + ddy**2) / width[i]**2).sum(axis=0)
    tables.append((ddx, ddy, [h * projector(ddx, ddy, m) for m in channels]))

a_vec = np.zeros((2, points**2))
for i in range(-4, 5):
    for j in range(-4, 5):
        if i or j:
            gx, gy = 2 * np.pi * i / cell, 2 * np.pi * j / cell
            g = np.hypot(gx, gy)
            wave = np.sin(gx * (X - atom_pos[0, 0]) + gy * (Y - atom_pos[0, 1]))
            amp = 2 * np.pi / (cell**2 * g) * erfcx(g * thickness / np.sqrt(2))
            a_vec += amp * np.array([-gy * wave, gx * wave])


def kinetic_line(k):
    K = np.zeros((points, points), complex)
    v = K.copy()
    for n in range(-4, 5):
        term = hop[abs(n)] * np.exp(-1j * k * n * h) * np.roll(np.eye(points), n, axis=0)
        K += term
        v += -1j * n * h * term
    return K, v


def bloch(k):
    """Hamiltonian, overlap, velocity, projectors and lowest states at k."""
    eye = np.eye(points)
    (Kx, vx), (Ky, vy) = kinetic_line(k[0]), kinetic_line(k[1])
    P, PX, PY = [], [], []
    for ddx, ddy, values in tables:
        phase = np.exp(-1j * (k[0] * ddx + k[1] * ddy))
        for val in values:
            P.append((phase * val).sum(axis=0))
            PX.append((phase * val * ddx).sum(axis=0))
            PY.append((phase * val * ddy).sum(axis=0))
    P, PX, PY = np.array(P).T, np.array(PX).T, np.array(PY).T
    H = np.kron(Kx, eye) + np.kron(eye, Ky) + np.diag(potential) + (P * D) @ P.conj().T
    S = np.eye(points**2) + (P * q) @ P.conj().T
    e, U = eigh(H, S, subset_by_index=[0, n_occ])
    return dict(H=H, S=S, v=(np.kron(vx, eye), np.kron(eye, vy)), P=P, PR=(PX, PY),
                e=e, U=U[:, :n_occ])


def observable(left, right):
    O = (left["P"] * para) @ right["P"].conj().T
    for i in range(2):
        O = O + 0.5 * (a_vec[i][:, None] * right["v"][i] + left["v"][i] * a_vec[i])
    return O


def sternheimer(at, eps, w):
    SU = at["S"] @ at["U"]
    A = at["H"] - eps * at["S"] + 20.0 * SU @ SU.conj().T
    return solve(A, -(w - SU @ (at["U"].conj().T @ w)))


def crystal_response(mesh, dq=0.001):
    part = dict(green=0.0, energy_q=0.0, overlap=0.0, site=0.0, onsite_dia=0.0)
    top, bottom = -np.inf, np.inf
    for i in range(mesh):
        for j in range(mesh):
            k = 2 * np.pi / (cell * mesh) * np.array([i, j], float)
            c = bloch(k)
            top, bottom = max(top, c["e"][n_occ - 1]), min(bottom, c["e"][n_occ])
            PU = c["P"].conj().T @ c["U"]
            part["onsite_dia"] += 2 * np.sum(dia[:, None] * np.abs(PU)**2)
            O = observable(c, c)
            for o in range(n_occ):
                z = sternheimer(c, c["e"][o], 0.5 * c["P"] @ (mq * PU[:, o]))
                part["site"] += 4 * (c["U"][:, o].conj() @ O @ z).real
            for ax in range(2):
                other, orient = 1 - ax, (1, -1)[ax]
                RU = c["PR"][other].conj().T @ c["U"]
                for sign in (1, -1):
                    kp = k.copy()
                    kp[ax] += sign * dq
                    n = bloch(kp)
                    O = observable(c, n)
                    factor = sign * orient / (2j * dq) * 0.5
                    for o in range(n_occ):
                        u, eps = c["U"][:, o], c["e"][o]

                        def nonlocal_v(g):
                            return -1j * (n["PR"][other] @ (g * PU[:, o])
                                          - n["P"] @ (g * RU[:, o]))

                        sq = nonlocal_v(q)
                        w = np.array([c["v"][other] @ u + nonlocal_v(D) - eps * sq,
                                      -eps * sq]).T
                        z = factor * (u.conj() @ O @ sternheimer(n, eps, w))
                        part["green"] += 4 * z[0].real
                        part["energy_q"] += 4 * z[1].real
                        occ_part = (u.conj() @ O @ n["U"]) @ (n["U"].conj().T @ sq)
                        part["overlap"] -= 2 * (factor * occ_part).real
    part = {name: val / mesh**2 for name, val in part.items()}
    total = part["green"] + part["overlap"] + part["site"] + part["onsite_dia"]
    return total, part, top, bottom


# -------------------- independent road: uniform field, one flux quantum
def field_response(n1, n2):
    nx, ny = n1 * points, n2 * points
    Lx, Ly, cells = n1 * cell, n2 * cell, n1 * n2
    b = 2 * np.pi / (Lx * Ly)
    IX, IY = [g.ravel() for g in np.meshgrid(np.arange(nx), np.arange(ny), indexing="ij")]
    gx, gy = IX * h, IY * h

    def tile(f):
        return np.tile(f.reshape(points, points), (n1, n2)).ravel()

    size, row = nx * ny, np.arange(nx * ny)
    H, O = np.zeros((size, size), complex), np.zeros((size, size), complex)
    for ax in range(2):
        a = tile(a_vec[ax])
        for n in range(-4, 5):
            sx, sy = (IX - n, IY) if ax == 0 else (IX, IY - n)
            tx, ty = (sx // nx) * Lx, (sy // ny) * Ly
            cx, cy = sx % nx, sy % ny
            col = cx * ny + cy
            angle = (sx * h) * gy - (sy * h) * gx + tx * cy * h - ty * cx * h
            amp = hop[abs(n)] * np.exp(-0.5j * b * angle)
            H[row, col] += amp
            O[row, col] += -1j * n * h * 0.5 * (a[row] + a[col]) * amp
    H[row, row] += tile(potential)
    P = []
    for i in range(n1):
        for j in range(n2):
            for at in range(2):
                Rx, Ry = atom_pos[at] + cell * np.array([i, j])
                cols = np.zeros((3, size), complex)
                for s1, s2 in shifts:
                    tx, ty = s1 * Lx, s2 * Ly
                    fx, fy = gx + tx, gy + ty
                    ph = (-1)**(s1 * s2) * np.exp(
                        0.5j * b * (fx * Ry - fy * Rx + tx * gy - ty * gx))
                    for c, m in enumerate(channels):
                        cols[c] += h * ph * projector(fx - Rx, fy - Ry, m)
                P.extend(cols)
    P = np.array(P).T

    def spread(v):
        return (P * np.tile(v, cells)) @ P.conj().T

    H += spread(D + 0.5 * b * mq)
    O += spread(para + b * dia)
    S = np.eye(size) + spread(q)
    assert np.abs(H - H.conj().T).max() < 1e-10
    e, C = eigh(H, S, subset_by_index=[0, n_occ * cells])
    assert e[-1] - e[-2] > 0.1
    C = C[:, :-1]
    return b, 2 * np.sum(C.conj() * (O @ C)).real / (cells * b)


coarse = crystal_response(5)[0]
total, part, top, bottom = crystal_response(8)
b1, r1 = field_response(3, 3)
b2, r2 = field_response(3, 4)
limit = (b1**2 * r2 - b2**2 * r1) / (b1**2 - b2**2)
error = abs(total - limit)

print("Transformation test, centre off the origin")
print(f"dE/db, all-electron, explicit T_B      {slope_ae:.6f} a.u.")
print(f"dE/db, pseudo operators                {slope_ps:.6f} a.u.")
print(f"  of which on-site L_R Q_R             {site_term:.6f} a.u.")
print(f"mean of first-order overlap per b      {s1_mean:.6f} a.u.")
print(f"norm change per b, all-electron        {norm_ae:.1e} a.u.")
print(f"norm change per b, pseudo operators    {norm_ps:.1e} a.u.")
print("Matrix tests")
print(f"response, finite difference            {numeric:.6f}")
print(f"response, derived formula              {derived:.6f}")
print(f"sum rule, commutator side              {sum_lhs:.6f}")
print(f"sum rule, response side                {sum_rhs:.6f}")
print("Model crystal")
print(f"lattice constant, grid spacing         {cell:.1f}, {h:.1f} bohr")
print(f"atom 1 position                        {atom_pos[0, 0]:.1f}, {atom_pos[0, 1]:.1f} bohr")
print(f"atom 2 position                        {atom_pos[1, 0]:.1f}, {atom_pos[1, 1]:.1f} bohr")
print(f"well depths, atoms 1 and 2             {depth[0]:.1f}, {depth[1]:.1f} hartree")
print(f"well widths, atoms 1 and 2             {width[0]:.1f}, {width[1]:.1f} bohr")
print(f"smooth, projector widths               {w_smooth:.1f}, {w_proj:.1f} bohr")
print(f"cutoff radius, layer thickness         {r_cut:.1f}, {thickness:.1f} bohr")
print(f"core enhancement s, p, atom 1          {delta[0][0]:.1f}, {delta[0][1]:.1f}")
print(f"core enhancement s, p, atom 2          {delta[1][0]:.1f}, {delta[1][1]:.1f}")
print(f"augmentation charge s, p, atom 1       {q[0]:.4f}, {q[1]:.4f}")
print(f"augmentation charge s, p, atom 2       {q[3]:.4f}, {q[4]:.4f}")
print(f"nonlocal strength s, p, atom 1         {D[0]:.4f}, {D[1]:.4f} hartree")
print(f"nonlocal strength s, p, atom 2         {D[3]:.4f}, {D[4]:.4f} hartree")
print(f"filled bands                           {n_occ}")
print(f"valence top, conduction bottom         {top:.4f}, {bottom:.4f} hartree")
print(f"band gap on the k mesh                 {bottom - top:.4f} hartree")
print("Shielding of atom 1, field normal to the layer")
print(f"Green-function term, full v(eps)       {ppm * part['green']:.4f} ppm")
print(f"  of which from -eps Q in v(eps)       {ppm * part['energy_q']:.4f} ppm")
print(f"occupied-occupied overlap term         {ppm * part['overlap']:.4f} ppm")
print(f"on-site L_R Q_R term                   {ppm * part['site']:.4f} ppm")
print(f"on-site diamagnetic augmentation       {ppm * part['onsite_dia']:.4f} ppm")
print(f"total, 8 x 8 k points                  {ppm * total:.4f} ppm")
print(f"total, 5 x 5 k points                  {ppm * coarse:.4f} ppm")
print(f"uniform field b = {b1:.5f} a.u.         {ppm * r1:.4f} ppm")
print(f"uniform field b = {b2:.5f} a.u.         {ppm * r2:.4f} ppm")
print(f"uniform field, extrapolated to b = 0   {ppm * limit:.4f} ppm")
print(f"difference, formula and field          {ppm * error:.5f} ppm")

assert bottom - top > 0.1
# remaining differences: fourth order in b, second order in dq, finite k mesh
assert error < 5e-4 * abs(limit)
assert abs(total - coarse) < 1e-2 * abs(total)
# leaving out either overlap contribution must spoil the agreement
assert abs(total - part["energy_q"] - limit) > 5 * error
assert abs(total - part["overlap"] - limit) > 5 * error
print("every check passed")
```

Running it gives:

```
Transformation test, centre off the origin
dE/db, all-electron, explicit T_B      0.191226 a.u.
dE/db, pseudo operators                0.191226 a.u.
  of which on-site L_R Q_R             0.041226 a.u.
mean of first-order overlap per b      0.044320 a.u.
norm change per b, all-electron        0.0e+00 a.u.
norm change per b, pseudo operators    1.4e-17 a.u.
Matrix tests
response, finite difference            0.964656
response, derived formula              0.964656
sum rule, commutator side              -19.675593
sum rule, response side                -19.675593
Model crystal
lattice constant, grid spacing         6.0, 0.6 bohr
atom 1 position                        1.5, 1.8 bohr
atom 2 position                        4.8, 4.5 bohr
well depths, atoms 1 and 2             6.0, 4.5 hartree
well widths, atoms 1 and 2             1.5, 1.2 bohr
smooth, projector widths               0.7, 0.6 bohr
cutoff radius, layer thickness         1.8, 0.5 bohr
core enhancement s, p, atom 1          0.1, 0.3
core enhancement s, p, atom 2          0.1, 0.2
augmentation charge s, p, atom 1       0.1376, 0.2748
augmentation charge s, p, atom 2       0.1376, 0.1784
nonlocal strength s, p, atom 1         -0.5504, -0.5497 hartree
nonlocal strength s, p, atom 2         -0.2752, -0.0892 hartree
filled bands                           4
valence top, conduction bottom         -2.0887, -1.0243 hartree
band gap on the k mesh                 1.0644 hartree
Shielding of atom 1, field normal to the layer
Green-function term, full v(eps)       114.3930 ppm
  of which from -eps Q in v(eps)       -27.7645 ppm
occupied-occupied overlap term         5.0768 ppm
on-site L_R Q_R term                   -8.5502 ppm
on-site diamagnetic augmentation       27.8463 ppm
total, 8 x 8 k points                  138.7658 ppm
total, 5 x 5 k points                  138.7658 ppm
uniform field b = 0.01939 a.u.         138.7673 ppm
uniform field b = 0.01454 a.u.         138.7667 ppm
uniform field, extrapolated to b = 0   138.7659 ppm
difference, formula and field          0.00005 ppm
every check passed
```
